\section*{Direct Tunnelling Through a Trapezoidal Gate Barrier and Its Rectangular Limit, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the barrier to the transmission}

\textbf{Q.} You propose to describe gate leakage by tunnelling under a sloping barrier. Which barrier is it, and from which energy is its height measured?

\textbf{A.} The insulator fills $0<x<d$, with the channel on the left and the gate on the right. An electron has charge $-e$, with $e>0$, and energy $E$. Inside the insulator it has one parabolic band of mass $m_b$, whose edge lies at $U(x)$. I measure the barrier from the energy of the tunnelling electron, not from a Fermi level:
\begin{equation}
\phi(x)=U(x)-E=\phi_1-eFx,\qquad F=\frac{V_{\rm ox}}{d}.
\label{eq:barrier}
\end{equation}
Here $V_{\rm ox}$ is the voltage across the insulator, counted positive when it pulls electrons towards the gate. The height at the gate is $\phi_2=\phi_1-eV_{\rm ox}$. Tunnelling is direct when $\phi_2>0$, so that the electron is under the barrier through the whole thickness. I take $V_{\rm ox}\ge 0$, no scattering, no charge inside the insulator, and for now no motion parallel to the layers. The units are Gaussian, but the field enters the tunnelling problem through the force $eF$ alone, so no factor $4\pi$ appears in it.

\textbf{Q.} The usual picture of the WKB method has turning points, where the electron's energy meets the potential. Your barrier has vertical sides. Is the method still available?

\textbf{A.} Yes, inside the barrier. The sides will be treated separately by matching. In the insulator the Schr\"odinger equation reads
\begin{equation}
\psi''=\kappa^2\psi,\qquad \kappa(x)=\frac{\sqrt{2m_b\phi(x)}}{\hbar}.
\label{eq:schrodinger}
\end{equation}
Write $\psi=\exp(\int g\,dx)$. Then $\psi'=g\psi$ and $\psi''=(g'+g^2)\psi$, so
\begin{equation}
g'+g^2=\kappa^2 .
\label{eq:riccati}
\end{equation}
If $\kappa$ changes slowly, $g'$ is small and the first approximation is $g_0=\pm\kappa$. Put $g=g_0+g_1$ and keep the terms of first order in the slowness. They give $g_0'+2g_0g_1=0$, hence
\begin{equation}
g_1=-\frac{g_0'}{2g_0}=-\frac{\kappa'}{2\kappa},
\qquad \exp\Big(\int g_1\,dx\Big)\propto\kappa^{-1/2}.
\label{eq:g1}
\end{equation}
The correction is the same for both signs of $g_0$. The two solutions are therefore
\begin{equation}
\psi_\mp\simeq\kappa^{-1/2}e^{\mp s(x)},\qquad s(x)=\int_0^x\kappa(x')\,dx'.
\label{eq:wkb}
\end{equation}

\textbf{Q.} ``Slowly'' needs a number.

\textbf{A.} Compare $g_1$ with $g_0$. Differentiating $\kappa^2=2m_b(\phi_1-eFx)/\hbar^2$ gives $2\kappa\kappa'=-2m_beF/\hbar^2$. With the abbreviation $p=m_beF/\hbar^2$ this is $\kappa'=-p/\kappa$, and
\begin{equation}
\eta(x)=\left|\frac{g_1}{g_0}\right|=\frac{|\kappa'|}{2\kappa^2}=\frac{p}{2\kappa^3}=\frac{m_beF}{2\hbar^2\kappa^3}.
\label{eq:eta}
\end{equation}
The method requires $\eta\ll1$. The parameter is largest at the gate side, where $\kappa$ is smallest, and it vanishes for a flat barrier.

\textbf{Q.} A small local error could still add up over the thickness. Does it?

\textbf{A.} The next term $g_2$ answers that. The second-order terms of (\ref{eq:riccati}) are $2g_0g_2+g_1^2+g_1'=0$. From (\ref{eq:g1}) and $\kappa'=-p/\kappa$ we have $g_1=p/(2\kappa^2)$, so $g_1^2=p^2/(4\kappa^4)$ and $g_1'=-p\kappa'/\kappa^3=p^2/\kappa^4$. For the decaying solution, $g_0=-\kappa$, this yields
\begin{equation}
g_2=\frac{g_1^2+g_1'}{2\kappa}=\frac{5p^2}{8\kappa^5}.
\end{equation}
To integrate it, use $dx=-\kappa\,d\kappa/p$. With $\kappa_i$ and $\eta_i$ denoting values at the channel ($i=1$) and gate ($i=2$) sides,
\begin{equation}
\int_0^d g_2\,dx=\frac{5p}{8}\int_{\kappa_2}^{\kappa_1}\frac{d\kappa}{\kappa^4}
=\frac{5p}{24}\left(\frac1{\kappa_2^3}-\frac1{\kappa_1^3}\right)
=\frac{5}{12}(\eta_2-\eta_1).
\label{eq:second}
\end{equation}
The accumulated error in the logarithm of the amplitude is thus of order $\eta$ and does not grow with thickness at given end values of $\eta$. I drop it for now and return to it when there are numbers to judge.

\textbf{Q.} Then what is the attenuation across the trapezoid?

\textbf{A.} The amplitude falls by $e^{-S}$, apart from the ratio of the factors $\kappa^{-1/2}$, with $S=s(d)$. The probability involves $e^{-2S}$. Insert the linear barrier and integrate:
\begin{align}
2S&=\frac{2\sqrt{2m_b}}{\hbar}\int_0^d\sqrt{\phi_1-eFx}\;dx
=\frac{2\sqrt{2m_b}}{\hbar}\left[-\frac{2(\phi_1-eFx)^{3/2}}{3eF}\right]_0^d \nonumber\\
&=\frac{4\sqrt{2m_b}}{3\hbar eF}\left(\phi_1^{3/2}-\phi_2^{3/2}\right).
\label{eq:powers}
\end{align}

\textbf{Q.} At zero voltage that is zero divided by zero. You have lost the rectangular barrier just where you want it.

\textbf{A.} It is hidden, not lost. Replace $eF$ by $(\phi_1-\phi_2)/d$ and each height by $\phi_i=\hbar^2\kappa_i^2/(2m_b)$. The constants combine as
\begin{equation}
\frac{\sqrt{2m_b}}{\hbar}\;\frac{\hbar^3}{(2m_b)^{3/2}}\;\frac{2m_b}{\hbar^2}=1,
\end{equation}
so that
\begin{equation}
2S=\frac{4d}{3}\,\frac{\kappa_1^3-\kappa_2^3}{\kappa_1^2-\kappa_2^2}.
\end{equation}
Both differences contain the factor $\kappa_1-\kappa_2$. Cancelling it gives
\begin{equation}
2S=\frac{4d}{3}\,\frac{\kappa_1^2+\kappa_1\kappa_2+\kappa_2^2}{\kappa_1+\kappa_2}.
\label{eq:exponent}
\end{equation}
Nothing singular remains. At $\kappa_1=\kappa_2=\kappa$ the fraction is $3\kappa^2/(2\kappa)$, and $2S=2\kappa d$, the exponent of a rectangular barrier.

\textbf{Q.} So zero gate bias gives the rectangle?

\textbf{A.} Not in general. The condition is $V_{\rm ox}=0$. At zero applied bias the Fermi levels of gate and channel are aligned, but if their work functions differ, charge has moved between them and a built-in voltage lies across the insulator. The barrier is then a trapezoid in equilibrium. Zero applied bias is enough when there is no such built-in voltage and no fixed charge. Nor does finite transmission at zero bias mean a net current: in equilibrium the flows in the two directions balance.

\textbf{Q.} How quickly does a small voltage spoil the rectangular result?

\textbf{A.} That depends on what is held fixed. First fix the mean height $\bar\phi=(\phi_1+\phi_2)/2$, and write $\bar\kappa=\sqrt{2m_b\bar\phi}/\hbar$ and $\delta=eV_{\rm ox}/\bar\phi$. Across the insulator $\phi=\bar\phi(1+\delta u)$, with $u$ spread evenly between $-1/2$ and $1/2$. Expand the root and average:
\begin{equation}
\left\langle\sqrt{1+\delta u}\right\rangle
=1+\frac{\delta}{2}\langle u\rangle-\frac{\delta^2}{8}\langle u^2\rangle+\dots
=1-\frac{\delta^2}{96}+\dots,
\end{equation}
because $\langle u\rangle=0$ and $\langle u^2\rangle=1/12$. Hence
\begin{equation}
2S=2\bar\kappa d\left[1-\frac{(eV_{\rm ox})^2}{96\,\bar\phi^2}+\dots\right].
\label{eq:mean}
\end{equation}
Even at $eV_{\rm ox}=\bar\phi$ a rectangle of the mean height gives the exponent to about 1 per cent, though when the exponent is large that can still change $e^{-2S}$ noticeably. In a device, however, $\phi_1$ is closer to being fixed, since it is set by the band offset. Then $\phi=\phi_1-eV_{\rm ox}u$ with $u$ between 0 and 1 and $\langle u\rangle=1/2$, which gives
\begin{equation}
2S=2\kappa_1d\left[1-\frac{eV_{\rm ox}}{4\phi_1}+\dots\right].
\label{eq:linear}
\end{equation}
The exponent now changes in first order, and this makes the transmission grow nearly exponentially with a small voltage.

\textbf{Q.} You have called $e^{-2S}$ an attenuation. Is it also the transmission?

\textbf{A.} No. The abrupt sides contribute a factor of their own. Let the electrodes have flat potentials, wave numbers $k_1,k_2$ and masses $m_1,m_2$. The wave is $e^{ik_1x}+re^{-ik_1x}$ in the channel and $te^{ik_2(x-d)}$ in the gate. For a mass that varies in space I adopt the common choice of kinetic operator, $-(\hbar^2/2)\,\frac{d}{dx}\frac1m\frac{d}{dx}$. Integrating the wave equation across a side shows that $\psi'/m$ is continuous there, as is $\psi$.

In the barrier it is convenient to count from the gate. Let $\sigma(x)=\int_x^d\kappa\,dx'$, so $\sigma(d)=0$ and $\sigma(0)=S$. A combination of the two solutions (\ref{eq:wkb}) is
\begin{equation}
\psi=\sqrt{\frac{\kappa_2}{\kappa}}\,\big(P\cosh\sigma+Q\sinh\sigma\big),\quad
\psi'\simeq-\kappa\sqrt{\frac{\kappa_2}{\kappa}}\,\big(P\sinh\sigma+Q\cosh\sigma\big).
\end{equation}
The minus sign comes from $\sigma'=-\kappa$. The derivative of $\kappa^{-1/2}$ has been dropped, a relative error of order $\eta$. Define the velocity ratios
\begin{equation}
\rho_i=\frac{k_i/m_i}{\kappa_i/m_b}.
\label{eq:rho}
\end{equation}
At $x=d$, continuity of $\psi$ gives $P=t$. Continuity of $\psi'/m$ gives $-\kappa_2Q/m_b=ik_2t/m_2$, so $Q=-i\rho_2t$.

At $x=0$ the two conditions are $1+r=\psi(0)$ and $i(k_1/m_1)(1-r)=\psi'(0)/m_b$. Divide the second by $ik_1/m_1$ and add it to the first, which removes $r$. Since $-(\kappa_1/m_b)/(ik_1/m_1)=i/\rho_1$,
\begin{align}
2&=\sqrt{\frac{\kappa_2}{\kappa_1}}\;t\left[\cosh S-i\rho_2\sinh S+\frac{i}{\rho_1}\big(\sinh S-i\rho_2\cosh S\big)\right]\nonumber\\
&=\sqrt{\frac{\kappa_2}{\kappa_1}}\;\frac{t}{\rho_1}\Big[(\rho_1+\rho_2)\cosh S+i(1-\rho_1\rho_2)\sinh S\Big].
\label{eq:match}
\end{align}
The transmission is the ratio of transmitted to incident current, $T=|t|^2(k_2/m_2)/(k_1/m_1)$. By (\ref{eq:rho}) the velocity ratio equals $\rho_2\kappa_2/(\rho_1\kappa_1)$. The factors $\kappa_i$ cancel:
\begin{equation}
T=\frac{4\rho_1\rho_2}{(\rho_1+\rho_2)^2\cosh^2S+(1-\rho_1\rho_2)^2\sinh^2S}.
\end{equation}
Now use $\cosh^2S=1+\sinh^2S$ and
\begin{equation}
(\rho_1+\rho_2)^2+(1-\rho_1\rho_2)^2=1+\rho_1^2+\rho_2^2+\rho_1^2\rho_2^2=(1+\rho_1^2)(1+\rho_2^2).
\end{equation}
The result is
\begin{equation}
T=\frac{4\rho_1\rho_2}{(\rho_1+\rho_2)^2+(1+\rho_1^2)(1+\rho_2^2)\sinh^2S}.
\label{eq:T}
\end{equation}
It is unchanged when 1 and 2 are exchanged, so it serves for both directions at a given energy.

\textbf{Q.} Does this reproduce the rectangular barrier itself, or merely its exponent?

\textbf{A.} The whole transmission. At $V_{\rm ox}=0$ the wave number $\kappa$ is constant, the dropped terms vanish, and the functions (\ref{eq:wkb}) solve (\ref{eq:schrodinger}) without approximation. For equal electrodes, $\rho_1=\rho_2=\rho$, division of (\ref{eq:T}) by $4\rho^2$ gives
\begin{equation}
T=\left[1+\frac{(1+\rho^2)^2}{4\rho^2}\sinh^2(\kappa d)\right]^{-1},
\label{eq:rectangle}
\end{equation}
which is the exact result for this model. Unequal electrodes need no new work: (\ref{eq:T}) with $S=\kappa d$ is exact too.

\textbf{Q.} And a thick barrier?

\textbf{A.} For $S\gg1$, $\sinh^2S\simeq e^{2S}/4$ and the first term in the denominator is negligible:
\begin{equation}
T\simeq A\,e^{-2S},\qquad
A=\frac{4\rho_1}{1+\rho_1^2}\;\frac{4\rho_2}{1+\rho_2^2}.
\label{eq:thick}
\end{equation}
Since $1+\rho^2\ge2\rho$, each factor is at most 2 and $A\le4$. It can be much smaller than 1 if a velocity ratio is very small or very large.

\textbf{Q.} Where does the description end on the high-voltage side?

\textbf{A.} At $eV_{\rm ox}=\phi_1$ the gate-side height vanishes and (\ref{eq:powers}) becomes $2S=4\sqrt{2m_b}\,\phi_1^{3/2}/(3\hbar eF)$, the Fowler--Nordheim exponent. At higher voltage the integral must stop at the turning point $x=\phi_1/(eF)$, and $d$ leaves the exponent. The matching fails sooner: $\eta_2$ grows without limit as $\kappa_2\to0$, so (\ref{eq:T}) should not be used close to that point.

We now have a WKB transmission (\ref{eq:T}) for the trapezoidal barrier, which is exact when the barrier is flat and should not be used close to $eV_{\rm ox}=\phi_1$. It remains to apply it to a channel whose electrons are bound in the direction of the gate, to find the leakage current, and to judge the neglected corrections with numbers.
